Low-rank Krylov preconditioning of the self-consistent-field iteration and its contraction bound

**What fails with a fixed preconditioner**

Take a metal slab 40 Å thick facing 20 Å of vacuum. Let F[n] be the output density produced by the input density n, and R = F[n] − n the residual. Near a given n, the update n → n + αR multiplies each eigencomponent of R by 1 − αλ, where λ is an eigenvalue of the dielectric operator ε = −δR/δn. For the slab treated below, at its starting density, λ runs from 1 to 184.31. The best α makes the two ends equal in size and leaves the factor (184.31 − 1)/(184.31 + 1) = 0.9892 per step, so a hundredfold reduction of the slowest components takes ln 0.01/ln 0.9892 ≈ 425 steps.

The Kerker filter P = G²/(G² + k²) removes the large eigenvalues but creates small ones. In vacuum nothing screens, so εy ≈ y, and Pεy = λy reduces to λ = G²/(G² + k²). The metal keeps the potential constant inside it, but not at zero, because the average over the periodic cell vanishes. Let the potential be cos Gz in the gap, |z| < 10 Å, and cos(G · 10 Å) throughout the 40 Å of metal. Zero average then requires tan x = −2x with x = G · 10 Å, and the lowest positive root x = 1.837 gives G = 0.184 Å⁻¹. With the Thomas–Fermi value k = 1.707 Å⁻¹ of the denser layer this sharp-face estimate is 0.0337/(0.0337 + 2.914) = 0.0114. The computed spectrum of Pε is 0.0105 to 1.0082, with condition number 95.9, and 0.999 of the squared potential of the lowest mode, measured from its mean value in the metal, lies in the vacuum. The best mixing factor is then 94.9/96.9 = 0.979. Other values of k help little: for k = 0.2, 0.4, 0.7 and 1.0 Å⁻¹ the condition number is 97, 86, 90 and 93. These factors refer to linear mixing without history; Pulay or Anderson mixing is not compared here. The method below assumes no model of the screening: it measures ε along m directions and inverts it there.

**The Jacobian and the metric**

Atomic units are used in the algebra. The system is planar and periodic in z with period L, and all density changes are neutral. The potential depends on the density through δu = Kδn, with K = 4π/G² (Hartree level) until stated otherwise. Real orbitals φ_i(z) with energies e_i carry in-plane states of density 2d²k/(2π)² = dE/π, spin included. Integrating the Fermi function f over E gives

n_out(z) = Σ_i g_i φ_i(z)²,  g_i = (kT/π) ln(1 + exp((E_F − e_i)/kT)),  g′_i = dg_i/de_i = −f_i/π.

Let u_ik = ∫φ_i δu φ_k dz. First-order perturbation theory gives δe_i = u_ii and δφ_i = Σ_{k≠i} φ_k u_ki/(e_i − e_k). The orbital part of δn_out is 2Σ_{i≠k} g_i φ_iφ_k u_ik/(e_i − e_k); averaging it with the same sum after i ↔ k replaces 2g_i by g_i − g_k. Since g depends on e_i − E_F, the occupation part is g′_i(u_ii − δE_F). Thus

δn_out = χ0δu = Σ_{i≠k} D_ik u_ik φ_iφ_k + Σ_i g′_i (u_ii − δE_F) φ_i²,  D_ik = (g_i − g_k)/(e_i − e_k).

A fixed electron number requires Σ g′_i(u_ii − δE_F) = 0, so δE_F = Σ g′_i u_ii/Σ g′_i. Multiply by δu and integrate. The neutrality condition allows the factor u_ii from the integral to be replaced by u_ii − δE_F:

∫δu χ0 δu dz = Σ_{i≠k} D_ik u_ik² + Σ_i g′_i (u_ii − δE_F)² ≤ 0,

because g decreases with energy, so D_ik ≤ 0 and g′_i ≤ 0. The same steps with two different potentials give a form symmetric in them. So χ0 is symmetric and negative semidefinite, and

J = δR/δn = χ0K − 1 = −ε,  ε = 1 − χ0K.

The product χ0K is not symmetric. In the Coulomb inner product ⟨a,b⟩ = ∫a K b dz, positive on neutral densities, ⟨a,εb⟩ = ∫a(K − Kχ0K)b dz is symmetric in a and b, and ⟨a,εa⟩ = ⟨a,a⟩ − ∫(Ka)χ0(Ka) dz ≥ ⟨a,a⟩. Hence ε is self-adjoint in this metric, with orthonormal eigenvectors y_k and eigenvalues λ_1 ≥ λ_2 ≥ … ≥ λ_min ≥ 1. This holds at any input density, converged or not. Unmarked norms are Coulomb norms; ½‖R‖² is the electrostatic energy per area of the residual charge.

**The algorithm and the pseudo-inverse**

Set v_1 = R/‖R‖. For i = 1,…,m compute the directional derivative w_i = Jv_i, either as χ0Kv_i − v_i or as [R(n + τv_i) − R(n − τv_i)]/2τ, and orthonormalize w_i against v_1,…,v_i to get v_{i+1}. By induction the v_i span the Krylov space V = span{R, εR, …, ε^{m−1}R}, and the w_i span W = εV. With O_ij = ⟨w_i,w_j⟩, which is invertible because ε is, define

J_m = Σ_i w_i⟨v_i,·⟩ = JP_V,  X = Σ_ij v_i (O⁻¹)_ij ⟨w_j,·⟩.

Orthonormality of the v_i gives J_mX = Σ w_i(O⁻¹)_ij⟨w_j,·⟩. This operator is self-adjoint, returns w_k when applied to w_k, and annihilates W^⊥, so it is the orthogonal projector P_W. Likewise XJ_m = Σ v_i(O⁻¹)_ij O_jk⟨v_k,·⟩ = P_V. Then J_mXJ_m = J_mP_V = J_m and XJ_mX = P_VX = X. These are the four Moore–Penrose conditions, so X = J_m⁺. Adjoints and orthogonality here refer to the Coulomb metric. Because X maps into V, JX = J_mX = P_W.

The step is δ = −βJ_m⁺R. To first order in δ, with Q = 1 − P_W,

R′ = R + Jδ = R − βP_W R = QR + (1 − β)P_W R.

The two parts are orthogonal. With η_m = ‖QR‖/‖R‖,

‖R′‖²/‖R‖² = η_m² + (1 − β)²(1 − η_m²).

With b_i = ⟨w_i,R⟩, ‖P_W R‖² = bᵀO⁻¹b, so η_m² = 1 − bᵀO⁻¹b/‖R‖². The number η_m is known before the step is taken, and since W grows with m it cannot increase; the rank is raised until η_m falls below a target. The derivative of ‖R(n + δ)‖² with respect to β at β = 0 is −2(1 − η_m²)‖R‖², so halving β eventually lowers the residual whenever η_m < 1.

**The ratio η_m as a polynomial minimum**

P_W R is the point of W nearest to R. A general element of W is εs(ε)R with s a polynomial of degree below m, and 1 − λs(λ) is a general polynomial p of degree at most m with p(0) = 1. Therefore

η_m = min_p ‖p(ε)R‖/‖R‖,  deg p ≤ m, p(0) = 1.

One undamped step is m steps of the minimal-residual method (GMRES, or MINRES in the self-adjoint case) on the Newton equation εδ = R. The minimum has a closed form. With p = Σ a_jλ^j and moments M_k = ⟨R,ε^kR⟩, ‖p(ε)R‖² = aᵀHa, H_ij = M_{i+j}. A Lagrange multiplier θ for a_0 = 1 gives Ha = θe_0, so a = θH⁻¹e_0, θ = 1/(H⁻¹)_00 and aᵀHa = θa_0 = θ:

η_m² = 1/(M_0 (H⁻¹)_00).

This form shares no step with the orthogonalization and serves, in extended precision, as the independent test of it.

**Bound on the contraction factor**

Expand R = Σ c_k y_k. Then ‖p(ε)R‖² = Σ c_k² p(λ_k)² ≤ max_k p(λ_k)² ‖R‖², so any admissible p bounds η_m. Spend s roots on the s largest eigenvalues and the other k = m − s on the interval [a,b] = [1, λ_{s+1}]:

p(λ) = Π_{i≤s} (1 − λ/λ_i) · T_k(x(λ))/T_k(x(0)),  x(λ) = (b + a − 2λ)/(b − a).

Here p(0) = 1 and p vanishes at λ_1,…,λ_s. On [a,b] each factor 1 − λ/λ_i lies in [0,1), since 0 < λ ≤ λ_i, and |T_k| ≤ 1, since |x| ≤ 1. It remains to evaluate T_k(x(0)). With κ = b/a and q = (√κ − 1)/(√κ + 1),

(q + 1/q)/2 = [(√κ − 1)² + (√κ + 1)²]/(2(κ − 1)) = (κ + 1)/(κ − 1) = x(0).

Writing q = exp(−t), x(0) = cosh t and T_k(cosh t) = cosh kt = (q^k + q^{−k})/2. Hence, for every residual,

η_m ≤ B_m = min_{0≤s<m} 2q^k/(1 + q^{2k}),  k = m − s,  q = (√λ_{s+1} − 1)/(√λ_{s+1} + 1).

For m = 1 this is (λ_1 − 1)/(λ_1 + 1), the simple-mixing factor. The term s = 0 is the plain Chebyshev bound. In the limit of no screening, λ_1 → 1 and q → 0. The algorithm never computes the λ_i; it does at least as well as the trial polynomial because it minimizes.

**Growth of the rank with cell size**

In the variable K^{1/2}δn the operator ε − 1 becomes K^{1/2}(−χ0)K^{1/2}, whose quadratic form is at most ‖χ0‖ times that of K, with ‖χ0‖ the largest eigenvalue of −χ0. The min–max principle carries this order over to the eigenvalues one by one. The k-th largest eigenvalue of K has |G| = 2π⌈k/2⌉/L ≥ πk/L, a cosine and a sine sharing each |G|. Therefore

λ_k ≤ 1 + 4π‖χ0‖L²/(π²k²) = 1 + Λ/k²,  Λ = 4‖χ0‖L²/π.

Since q rises with κ, κ = 1 + Λ/j² with j = s + 1 may replace λ_{s+1}, which gives an a-priori bound. From exp t = (1 + κ^{−1/2})/(1 − κ^{−1/2}) follows tanh(t/2) = κ^{−1/2}, and sinh² = tanh²/(1 − tanh²) = 1/(κ − 1) gives sinh(t/2) = j/√Λ. Dropping q^{2k} from the denominator,

η_m ≤ 2 exp[−2(m − s) arsinh((s + 1)/√Λ)].

For s + 1 ≪ √Λ the arsinh equals its argument to leading order; the product (m − s)(s + 1) peaks at s + 1 = (m + 1)/2, giving 2 exp[−(m + 1)²/(2√Λ)]. Since arsinh x ≤ x this is a leading-order estimate slightly below the bound, not itself a bound (2.38×10⁻³ against 2.67×10⁻³ at m = 20 in the example below). A fixed target is then guaranteed by a rank m ∝ Λ^{1/4} ∝ √L when ‖χ0‖ does not grow with L, whereas the s = 0 bound guarantees it only at m ∝ √λ_1. The √L law rests on the planar counting |G_k| ∝ k/L and is not claimed for perturbations that vary in three dimensions, where many more modes have small |G|.

**Error of the step: nonlinearity, differences, rounding**

For β = 1, εδ = P_W R, so ‖δ‖ ≤ √(1 − η_m²)‖R‖/λ_min ≤ ‖R‖. Let L_J bound ‖J(n + tδ) − J(n)‖/(t‖δ‖) along the step. The exact relation R(n + δ) = R + Jδ + ∫_0^1 [J(n + tδ) − J(n)]δ dt has an integral of norm at most L_J‖δ‖²∫t dt, so

‖R(n + δ)‖ ≤ η_m‖R‖ + (L_J/2)(1 − η_m²)‖R‖².

The linear ratio η_m, bounded by B_m, governs convergence once L_J‖R‖/2 ≪ η_m. Far from the solution the second term can dominate, and raising m does not shrink it.

Suppose the derivatives carry errors, w̃_i = w_i + d_i, and let E map coefficients c to Σ c_i d_i. The step is δ = −Σ c_i v_i with Σ c_i w̃_i = P̃R, the projection on the computed space, and ‖δ‖ = |c|. Then R + Jδ = R − P̃R + Ec. Also λ_min|c| ≤ ‖Σ c_i w_i‖ ≤ ‖R‖ + ‖E‖|c|. For ‖E‖ < λ_min the true linear ratio is at most η̃ + ‖E‖/(λ_min − ‖E‖), where η̃ is the computed ratio and ‖E‖ ≤ √m max‖d_i‖. An error r relative to ‖Jv_i‖ ≤ λ_1 thus costs at most about √m r λ_1/λ_min. For the central difference r has a truncation part ∝ τ² and a rounding part ∝ 1/τ.

Since cᵀOc = ‖εΣc_iv_i‖² lies between λ_min²|c|² and λ_1²|c|², cond O ≤ (λ_1/λ_min)². The expression 1 − bᵀO⁻¹b/‖R‖² subtracts two numbers near 1, so its absolute rounding error, up to about cond O times the machine precision, enters η², not η. For small η the norm of R − Σ c_i w_i should be formed directly.

**A frozen kernel**

The bound belongs to a kernel rebuilt at each step. If J_m⁺ is kept, the linear iteration matrix is 1 − JJ_m⁺ = Q, a projector: the first step gives QR, which is orthogonal to every w_j, so the second step is zero. The pseudo-inverse alone is not a preconditioner. It becomes one when completed by simple mixing on W^⊥, δ = (−J_m⁺ + αQ)R:

R′ = R − P_W R − αεQR = (1 − αε)QR.

Applying Q gives QR′ = [Q(1 − αε)Q]QR, a self-adjoint iteration on W^⊥. With ν_1 ≥ … ≥ ν_min the eigenvalues of QεQ on W^⊥, ‖QR‖ is multiplied by at most ρ = max|1 − αν| per step, and R′ itself follows from QR through the fixed operator 1 − αε. The best choice is α = 2/(ν_1 + ν_min), ρ = (ν_1 − ν_min)/(ν_1 + ν_min).

Two bounds enclose ν_1. The span of y_1,…,y_{m+1} has dimension m + 1 and W^⊥ has codimension m, so they share a unit vector, whose Rayleigh quotient is at least λ_{m+1}; hence ν_1 ≥ λ_{m+1} (Cauchy interlacing, λ_{k+m} ≤ ν_k ≤ λ_k in general). For the upper bound take a unit x in W^⊥ with components x_i. Replacing every λ_i with i > s by λ_{s+1} and using Σx_i² = 1 gives ⟨x,εx⟩ ≤ λ_{s+1} + Σ_{i≤s}(λ_i − λ_{s+1})x_i². As x = Qx, x_i = ⟨Qy_i,x⟩ and x_i² ≤ ‖Qy_i‖². So for each s

λ_{m+1} ≤ ν_1 ≤ λ_{s+1} + Σ_{i≤s} (λ_i − λ_{s+1})‖Qy_i‖².

In exact arithmetic, an eigenvector absent from the residual that built the kernel is orthogonal to W, stays an eigenvector of QεQ, and forces ν_1 ≥ λ_i.

**Other metrics and other kernels**

The projector and minimum properties hold in any inner product; the spectral bound needs more. In the plain L² product, mode by mode ‖x‖_2 ≤ (G_max/√4π)‖x‖ and ‖x‖ ≤ (√4π/G_min)‖x‖_2. Passing to the Coulomb norm, applying p, and passing back gives η_m(L²) ≤ (G_max/G_min)B_m. The factor cannot simply be dropped. At rank one, η_1² = 1 − (R·εR)²/(|R|²|εR|²). If the symmetric part of ε has eigenvalues σ_− < 0 < σ_+ with unit vectors z_∓, then R = √σ_+ z_− + √(−σ_−) z_+ has R·εR = σ_+σ_− − σ_−σ_+ = 0. So η_1 = 1, the step vanishes, and a restart reproduces it.

With an exchange-correlation kernel f, ε = 1 − χ0(K + f) is no longer Coulomb self-adjoint, because Kχ0f is not symmetric. Assume χ0 strictly negative on neutral functions and set ⟨a,b⟩_S = ∫a(−χ0)⁻¹b dz. Then ⟨a,εb⟩_S = ⟨a,b⟩_S + ∫a(K + f)b dz is symmetric, so the spectrum is real. If λ_min > 0, the trial polynomial on [λ_min, λ_{s+1}] gives ‖p(ε)R‖_S ≤ B_m‖R‖_S, with κ = λ_{s+1}/λ_min in q. To return to the Coulomb norm put C = (−χ0)^{1/2} and x = Cy: ‖x‖²/‖x‖_S² is the Rayleigh quotient of CKC, which has the eigenvalues of K^{1/2}C²K^{1/2}, the largest being λ_1^H − 1 with λ_1^H the top Hartree eigenvalue. Therefore, for the kernel built in the Coulomb metric,

η_m ≤ γB_m,  γ = √(λ_1^H − 1) ‖R‖_S/‖R‖.

For R = χ0u, ‖R‖_S² = −∫uχ0u dz needs no inverse. A residual with weight in vacuum, where χ0 nearly vanishes, makes γ large. If λ_min ≤ 0 the interval contains 0, where p = 1, and the argument gives nothing.

**Worked example**

The model has a 60 Å cell with two 20 Å layers of positive background 0.06 and 0.02 Å⁻³ (1.6 electrons per Å²), fixed wells of 9 and 6 eV, edges of 1 Å, kT = 0.1 eV and 120 grid points 0.5 Å apart. It is Hartree self-consistent, without exchange-correlation or dipole correction, and the discretized model is the object studied. The start is n equal to the background. The numerical check tests the formulas above on it.

At the start ‖χ0‖ = 0.0162 eV⁻¹Å⁻³, Λ = 1072, and the top eigenvalues are 184.31, 100.32, 37.70, 25.58, 15.42, 11.76. The a-priori estimate is loose at the top, 1073 against 184 for k = 1, partly because ⌈k/2⌉ = 1 was replaced by ½; keeping it gives 1 + 1072/4 = 269.

For m = 10 and s = 0, √184.31 = 13.576, q = 12.576/14.576 = 0.8628, q¹⁰ = 0.2286, and the bound is 0.4572/1.0523 = 0.4345. The best split is s = 4, k = 6: √15.42 = 3.927, q = 2.927/4.927 = 0.5941, q⁶ = 0.0440, B_10 = 0.0879/1.0019 = 0.0877. The actual η_10 is 0.00796.

m = 4: η 0.194, deflated bound 0.817, Chebyshev 0.848
m = 10: η 0.00796, deflated bound 0.0877, Chebyshev 0.435
m = 20: η 1.7×10⁻⁷, deflated bound 3.4×10⁻⁵, Chebyshev 0.104

The a-priori value at m = 20 follows from s = 9: arsinh(10/32.74) = 0.3009 and 2 exp(−22 × 0.3009) = 2.67×10⁻³. The rank needed for η ≤ 0.01 in cells of 30, 60 and 120 Å, layer and vacuum thicknesses scaled at fixed edge width and grid spacing, is 7, 10, 14 for the starting residual (the late residuals of the 60 Å run below need 11 to 12), 10, 14, 20 from the deflated bound, 13, 18, 26 a priori, and 18, 36, 72 from s = 0. A fourfold length doubles the a-priori rank and quadruples the s = 0 rank, as √L and √λ_1 ∝ L predict; the actual and deflated ranks also double here, which is observed rather than derived; λ_1 = 46.8, 184.3, 733.7 grows close to L².

In the linear model, damping with β = ½ gives √(0.25 + 0.75 × 0.00796²) = 0.50005, so where the linear term governs the step, damping discards the accuracy of the kernel. At the starting density it does not govern: evaluating F after the rank-10 step gives true ratios of 0.39 at β = ½ and 0.08 at β = ¾, against 0.640 at β = 1, so far from the solution damping can help. Finite differences agree with χ0Kv − v to 4.9×10⁻¹⁰ relative to ‖Jv‖ on four trial vectors; on the ten Krylov vectors the error is larger, up to about 2×10⁻⁹, so the added ratio is at most about √10 × 2×10⁻⁹ × 184 ≈ 10⁻⁶, and η_10 from differences is 0.0079598. The computed cond O = 1.65×10⁴ lies below 184.31² = 3.4×10⁴. With a machine precision of roughly 10⁻¹⁶, the subtraction formula may err by about 10⁻¹² in η², and cannot be trusted for η_20² ≈ 3×10⁻¹⁴.

The self-consistent run at rank 10 took 8 undamped steps to bring ‖R‖ below 10⁻⁹ a.u. and reached the density found by dense Newton iteration, which took 6 steps to the tighter tolerance 10⁻¹⁰. The first four steps fall far short of the linear prediction: the true ratios are 0.640, 0.155, 0.250, 0.064 against η = 0.0080, 0.0035, 0.0076, 0.0241. On the first step, from a residual energy of 1.27 eV/Å², the triangle inequality puts the nonlinear remainder at no less than 0.640 − 0.008 = 0.632 of ‖R‖, so the remainder, not η, set the ratio of that step. At this density the remainder grows with the rank, 0.015, 0.16, 0.36, 0.64 and 0.67 of ‖R‖ for m = 1, 4, 6, 10 and 20, and the true ratio is 0.22 at m = 4 against 0.64 at m = 10; far from the solution a target on η alone can choose too large a rank. From 3.2×10⁻⁶ eV/Å² down the two agree: 0.0144 against 0.0147, then 0.0245, 0.0435 and 0.0477 on both sides. Near the solution, halving the error divides the remainder by 4.002, as a quadratic term requires. The late η rise to half of the bound 0.0954 at the converged density (λ_1 = 188.38), while at the start η was one eleventh of its bound. The cause of this rise is not examined here.

For the frozen rank-10 kernel the second-step ratio is 1.00000000. Completed, it has 3.997 ≤ ν_1 = 6.183 ≤ 6.837 (printed as mu_1; best s = 8) and ν_min = 1.00000, so α = 2/7.183 = 0.2784 and ρ = 5.183/7.183 = 0.7216. The top four eigenvectors are captured to ‖Qy_i‖² ≤ 5.5×10⁻¹⁰, the fifth and sixth to 1.4×10⁻⁴ and 8.1×10⁻⁴. At ν_min = 1 no ten directions could give less than 2.997/4.997 = 0.60. In the linear regime, ln 0.00796/ln 0.7216 ≈ 15 mixing steps at the rate ρ match the gain of the first rebuilt step, which costs 10 response calculations or 20 evaluations of F.

In L², G_max/G_min = 60, so the bound at m = 10 is 60 × 0.0877 = 5.3 and says nothing, while the actual ratio, measured in the L² norm, is 0.0368. The symmetric part of ε reaches −14.7, and the residual built from it has η_1 = 1.00000000 in L² but 0.805 in the Coulomb metric. With a contact kernel f = −30 eV Å³ added in linear response at the converged Hartree density, and a residual of the form χ0u, the spectrum is real, 0.9561 to 187.98, the symmetrized operator acquires an asymmetry of norm 0.856, and γ = 2.357. The ratios at m = 10, 15, 20 are 1.8×10⁻³, 1.7×10⁻⁵, 1.9×10⁻⁸ under bounds 0.232, 9.0×10⁻³, 7.8×10⁻⁵. The small γ belongs to this form of residual. For the residuals of the Hartree run above, γ is 2.5 to 4.6 on the first three steps and rises from 38 to about 350 on the last five, where γB_10 ≈ 34 says nothing.

Computed values

```
inputs: L=60 A, layers 20 A, grid 0.5 A, N=120, kT=0.1 eV
backgrounds 0.06,0.02 1/A^3, wells 9.0,6.0 eV, edge 1.0 A, sheet density 1.6000 1/A^2
finite-difference vs chi0 derivative, max rel error 4.9e-10
|chi0|=0.01624 1/(eV A^3), Lambda=1072.0, lambda_min=1.000000
lambda 1-6: 184.31 100.32 37.70 25.58 15.42 11.76
lambda 7-12: 8.52 6.94 5.54 4.72 4.00 3.51
best simple mixing factor 0.98921; start residual energy 1.2660e+00 eV/A^2
Kerker k=1.707 1/A: spectrum 0.0105..1.0082, cond 95.9, vacuum weight 0.999
m  eta  Chebyshev(s=0)  deflated(s)  a-priori  eta_L2   (dimensionless)
 1 5.096e-01 9.892e-01 9.892e-01(0) 9.981e-01 8.959e-01
 2 3.969e-01 9.580e-01 9.580e-01(0) 9.926e-01 7.714e-01
 4 1.937e-01 8.479e-01 8.171e-01(2) 9.365e-01 5.660e-01
 6 8.384e-02 7.050e-01 5.010e-01(2) 7.812e-01 3.255e-01
 8 3.189e-02 5.612e-01 2.452e-01(4) 5.437e-01 1.346e-01
10 7.960e-03 4.345e-01 8.771e-02(4) 3.141e-01 3.684e-02
12 1.398e-03 3.307e-01 2.753e-02(6) 1.550e-01 8.013e-03
16 3.084e-05 1.869e-01 1.413e-03(8) 2.567e-02 1.806e-04
20 1.707e-07 1.042e-01 3.370e-05(10) 2.669e-03 1.328e-06
m=10: cond(O)=1.651e+04, eta by differences 7.9598e-03, ratio at beta=0.5 0.50005
frozen kernel: second-step ratio 1.00000000
completed: lambda_11=3.997 <= mu_1=6.183 <= 6.837 (s=8), mu_min=1.00000
completed: alpha=0.2784, rho=0.7216; |Qu_i|^2 i=1..6: 2.1e-26 9.4e-23 1.6e-12 5.5e-10 1.4e-04 8.1e-04
L2: Gmax/Gmin=60.0, min sym part -14.738, eta_1 L2 1.00000000, Coulomb 0.80499
dense Newton steps 6; rank-10 steps 8: residual energy eV/A^2, eta, beta, true ratio
  1.266e+00 0.0080 1.00 0.6403
  5.191e-01 0.0035 1.00 0.1550
  1.246e-02 0.0076 1.00 0.2503
  7.809e-04 0.0241 1.00 0.0642
  3.223e-06 0.0147 1.00 0.0144
  6.679e-10 0.0245 1.00 0.0245
  3.998e-13 0.0435 1.00 0.0435
  7.575e-16 0.0477 1.00 0.0477
converged: mu-V(z=0)=-1.1690 eV, lambda_1=188.38, bound m=10 0.0954
nonlinear remainder ratio on halving the error 4.002
contact f=-30.0 eV A^3: spectrum 0.9561..187.98, asymmetry 0.856, gamma 2.357
  m=10: eta 1.820e-03, bound 2.320e-01
  m=15: eta 1.662e-05, bound 9.029e-03
  m=20: eta 1.947e-08, bound 7.805e-05
L(A) lambda_1 Lambda | rank for eta<=0.01: actual deflated a-priori Chebyshev
30 46.8 265.3 | 7 10 13 18
60 184.3 1072.0 | 10 14 18 36
120 733.7 4284.3 | 14 20 26 72
growth for 4x length: deflated 2.00, Chebyshev 4.00
```
